# Ballistic Heat Conductance of a Quadratic Flexural Branch

**Q.** You say that a thin sheet carries heat ballistically by its bending waves. Without scattering there is no thermal resistance, so what finite conductance could there be?

**A.** The conductance between two reservoirs stays finite because each can send out phonons only at a finite rate. Let the sheet join a hot reservoir at $T_h$ to a cold one at $T_c$, with heat flowing along $x$. Each reservoir emits phonons with its own Bose occupation

$$n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}$$

and absorbs every phonon that arrives. For now nothing in the sheet turns a phonon back. If $W$ is the width and $J(T)$ the heat current emitted by one reservoir, then

$$G=\lim_{T_h,T_c\to T}\frac{J(T_h)-J(T_c)}{T_h-T_c}=\frac{dJ}{dT}.$$

Zero-point energy would add the same amount to both emitted currents, so it cancels and I leave it out.

**Q.** Which waves are these? Sound has a frequency proportional to its wavevector.

**A.** A stress-free sheet has no restoring force against tilt, only against curvature. For a height $w(x,y,t)$, bending rigidity $\kappa$ and mass per area $\rho$, the small-amplitude equation of motion is

$$\rho\,\ddot w=-\kappa\nabla^4w .$$

A plane wave gives $\rho\omega^2=\kappa q^4$, hence

$$\omega=bq^2,\qquad b=\sqrt{\kappa/\rho}.$$

This is one branch, the flexural one. The two in-plane branches are linear and will be counted separately.

**Q.** Slow waves at long wavelength should carry little heat. How do you count them?

**A.** Take a sheet wide enough for the transverse wavevectors to be treated as continuous. There are $d^2q/(2\pi)^2$ modes per area, each with energy $\hbar\omega n$ and velocity component $v_x=(d\omega/dq)\cos\theta$. The hot reservoir on the left fills the modes with $v_x>0$. Since $d\omega/dq>0$, these have $-\pi/2<\theta<\pi/2$, so

$$\frac{J}{W}=\int_0^\infty\frac{q\,dq}{(2\pi)^2}\,\hbar\omega\,n\,\frac{d\omega}{dq}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta .$$

The angular integral is 2, and $(d\omega/dq)\,dq=d\omega$. Therefore

$$\frac{J}{W}=\frac{1}{2\pi^2}\int_0^\infty q(\omega)\,\hbar\omega\,n(\omega,T)\,d\omega .$$

The velocity has dropped out. A slow branch packs more wavevectors into a given frequency interval, and this makes up for the slow motion. What remains is $q(\omega)$, which measures how many transverse channels are open. Indeed, at frequency $\omega$ the transverse wavevector runs from $-q$ to $q$ with spacing $2\pi/W$, which gives

$$M(\omega)=\frac{2q}{2\pi/W}=\frac{Wq(\omega)}{\pi}$$

channels. In terms of $M$ the current is $J=\int M\hbar\omega n\,d\omega/2\pi$.

**Q.** Then put in the quadratic branch. I want to see where the power of temperature comes from.

**A.** Here $q=\sqrt{\omega/b}$. Differentiating the current with respect to $T$ needs, with $x=\hbar\omega/k_BT$,

$$\hbar\omega\frac{\partial n}{\partial T}=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{\hbar\omega}{k_BT^2}=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

Since $\omega=(k_BT/\hbar)x$, the factor $\sqrt\omega\,d\omega$ becomes $(k_BT/\hbar)^{3/2}\sqrt x\,dx$. Thus

$$\frac GW=\frac{k_B}{2\pi^2\sqrt b}\left(\frac{k_BT}{\hbar}\right)^{3/2}I_{5/2},\qquad I_s=\int_0^\infty\frac{x^se^x}{(e^x-1)^2}dx .$$

The integral is a pure number, so the power is $3/2$. One power of $T$ is the width of the thermal frequency window; the other half power is the growth of the number of channels, $M\propto\sqrt\omega$.

**Q.** And the number itself?

**A.** Use $e^x/(e^x-1)^2=-\,d(e^x-1)^{-1}/dx$ and integrate by parts. For $s>1$ the boundary term $x^s/(e^x-1)$ vanishes at both ends, leaving

$$I_s=s\int_0^\infty\frac{x^{s-1}}{e^x-1}dx=s\sum_{m=1}^\infty\int_0^\infty x^{s-1}e^{-mx}dx .$$

Each term is $\Gamma(s)m^{-s}$. The sum over $m$ gives $\zeta(s)$, and $s\Gamma(s)=\Gamma(s+1)$, so $I_s=\Gamma(s+1)\zeta(s)$. With $s=5/2$,

$$\boxed{\frac GW=\frac{k_B}{2\pi^2}\,\Gamma\!\left(\tfrac72\right)\zeta\!\left(\tfrac52\right)\frac{1}{\sqrt b}\left(\frac{k_BT}{\hbar}\right)^{3/2}}$$

and $\Gamma(7/2)\zeta(5/2)=4.458$. Since $b^{-1/2}=(\rho/\kappa)^{1/4}$, a stiffer sheet conducts less, but only weakly so.

**Q.** A real experiment needs a finite temperature difference. Does the derivative still serve?

**A.** Integrating the result over temperature gives $J=CT^{5/2}$ with constant $C$. Let the reservoirs be at $T\pm\Delta T/2$. Even terms cancel in the difference of the two Taylor series:

$$J_h-J_c=J'\Delta T+\frac{J'''}{24}\Delta T^3+\dots$$

From $J'\propto T^{3/2}$ follows $J'''=\tfrac32\cdot\tfrac12\,J'/T^2$. The relative correction to $G\Delta T$ is therefore $\Delta T^2/(32T^2)$ at leading order. For 10.5 K and 9.5 K it is $1/3200$, or 0.03 %.

**Q.** Give me a size in units I could use for a device.

**A.** Take round values in the regime of suspended graphene, all rough: $\kappa=1.5$ eV, $\rho=0.75$ mg/m², width 1 µm, length 0.5 µm and $T=10$ K. Then $b=0.566$ mm²/s, or $5.66\times10^{-7}$ m²/s. With $k_B/\hbar=1.309\times10^{11}$ K⁻¹s⁻¹, the coefficient of $T^{3/2}$ is

$$\frac{1.381\times10^{-23}}{2\pi^2}\,(4.458)\,\frac{(1.309\times10^{11})^{3/2}}{\sqrt{5.66\times10^{-7}}}=1.96\times10^{-4}$$

in W/(K$^{5/2}$ m), which is 0.196 nW/(K$^{5/2}$ µm). Multiplying by $10^{3/2}=31.6$ gives

$$G/W=6.21\ \text{nW/(K µm)}=6.21\times10^{-3}\ \text{W/(K m)}.$$

A difference of 1 K drives 6.21 nW through the 1 µm width. As a test, the emitted current was also integrated directly over the half plane of wavevectors, with velocities taken by finite differences of $\omega$. Its temperature derivative gives the same 6.21 nW/(K µm) and a power of 1.500.

**Q.** You treated the width as infinite. How many channels are there in that strip?

**A.** The mean of $x$, weighted by the contribution to $G$, is $I_{7/2}/I_{5/2}=2.94$. At that frequency the wavelength $2\pi/q$ is 2.41 nm, and $Wq/\pi=2W/(2.41\ \text{nm})\approx830$ channels are open.

The error of the continuum can be found for hinged edges, where $w$ and its second transverse derivative vanish. The modes are then $\sin(n\pi y/W)$ with $n=1,2,\dots$ Let $f(q_y)$ be the conductance of the channel with transverse wavevector $q_y$. It is smooth and even, so the sum over all integers is very nearly its integral. Removing $n=0$ and halving gives

$$\sum_{n\ge1}f\!\left(\frac{n\pi}{W}\right)\simeq\frac W\pi\int_0^\infty f\,dq_y-\frac{f(0)}2 .$$

The integral is the continuum result. The missing half term contains the conductance of a gapless channel,

$$f(0)=\int_0^\infty\frac{d\omega}{2\pi}\hbar\omega\frac{\partial n}{\partial T}=\frac{k_B^2T}{h}I_2=\frac{\pi^2k_B^2T}{3h},$$

because $I_2=\Gamma(3)\zeta(2)=\pi^2/3$. This is the thermal conductance quantum, 9.46 pW/K at 10 K. An explicit sum over the ribbon modes confirms the loss of half a quantum, here 0.08 % of $G$. The sign and size depend on the edge. Free edges, as on a suspended strip, have two gapless channels (bending and twisting) and further onsets near $q_y=(n+\tfrac12)\pi/W$ with $n\ge1$; they gain about one quantum, 0.15 % here, while clamped edges lose about one. In a strip so narrow, or so cold, that few channels are open, the $3/2$ law fails.

**Q.** The in-plane waves are much faster. Why should they not dominate?

**A.** Being fast is a disadvantage here: at a given frequency they have small wavevectors and so few channels. For $\omega=cq$, put $q=\omega/c$ in the same formula:

$$\frac GW=\frac{k_B}{2\pi^2c}\left(\frac{k_BT}{\hbar}\right)^2\Gamma(4)\zeta(3).$$

Channels now grow as $\omega$ instead of $\sqrt\omega$, and the power is 2. With rough sound speeds of 20 and 13 km/s, the two branches together give 1.10 nW/(K µm) at 10 K, or 17.7 % of the flexural value. Their share falls as $\sqrt T$ on cooling.

The total phonon conductance is thus not a pure $3/2$ power at 10 K. Its local power, $d\ln G/d\ln T$, is the weighted mean $(1.5\times6.21+2\times1.10)/7.31\approx1.58$.

**Q.** So at low enough temperature the $3/2$ law wins for good.

**A.** Not if the sheet is under tension. An isotropic tension $\sigma$ adds $\sigma\nabla^2w$ to the force per area, so that

$$\omega^2=b^2q^4+\frac{\sigma}{\rho}q^2 .$$

The terms are equal at $q^2=\sigma/(\rho b^2)$. Setting $\hbar bq^2=k_BT^*$ there defines

$$T^*=\frac{\hbar\sigma}{k_B\rho b}.$$

Well below $T^*$ the branch is linear with speed $\sqrt{\sigma/\rho}$, and the $T^2$ formula applies with that speed. The ideal law needs $T\gg T^*$.

For $\sigma=0.03$ N/m, a rough value for residual tension, $T^*=0.54$ K. Integrating over the full dispersion gives local powers of 1.92 at 0.05 K, 1.57 at 1 K and 1.51 at 10 K. Tension raises the frequency at fixed $q$, so fewer channels are open at fixed $\omega$. At 10 K this lowers $G$ by 1.0 % relative to the stress-free law. A clamped sheet can be much tighter, and $T^*$ grows in proportion to $\sigma$: at 0.3 N/m it is 5.4 K, and the loss at 10 K is about 8 %. The tension of the actual device must therefore be known before the ideal law is used.

**Q.** And at the upper end? Atoms do not form a continuum.

**A.** A simple model shows the trend. On a square lattice of spacing $a$, replace the squared wavevector by its lattice form:

$$\omega=\frac{4b}{a^2}\left[\sin^2\frac{q_xa}2+\sin^2\frac{q_ya}2\right].$$

For small $q$ this is $bq^2$. Its top is $8b/a^2$; for $a=0.25$ nm that corresponds to 553 K.

Up to half the top frequency, the open channels are those $q_y$ whose own term does not exceed $\omega$. The limit $q_m$ obeys $(2/a)\sin(q_ma/2)=\sqrt{\omega/b}$. Because $\sin u<u$ for $u>0$, $q_m$ exceeds the continuum value, and there are more channels. Above half the top, the $q_x$ term can no longer supply the rest of the frequency when $q_y$ is small. Those channels close, and at the top none remain.

The computed conductances reflect both regimes:

| $T$ (K) | Continuum, nW/(K µm) | Lattice, nW/(K µm) | Lattice power |
|---|---|---|---|
| 1 | 0.196 | 0.197 | 1.50 |
| 10 | 6.21 | 6.33 | 1.52 |
| 30 | 32.3 | 34.5 | 1.58 |
| 100 | 196 | 178 | 0.89 |

At 10 K the lattice raises $G$ by 1.9 %. At 100 K the $3/2$ law has clearly failed in this model, although 100 K is still well below 553 K. Part of the reason is that the mean phonon energy, weighted by the contribution to $G$, is near $3k_BT$ in the continuum law, not $k_BT$. At still higher temperature $\hbar\omega\,\partial n/\partial T$ tends to $k_B$ for every mode, and $G$ saturates. This model is not the dispersion of graphene, so its numbers show a trend only. Its temperature scale goes as $1/a^2$, and $a=0.25$ nm gives one site about the area that graphene shares between two atoms. With $a=0.162$ nm, one site per atomic area, the top rises to about 1320 K, the excess at 10 K drops to 0.8 %, and at 100 K the power is still 1.55, with $G$ 10 % above the continuum value. The temperature at which the law fails in graphene must be taken from its real dispersion.

**Q.** You also assumed that no phonon is turned back over half a micrometre.

**A.** Let $F_+$ and $F_-$ be the forward and backward streams at one frequency, and let $1/\lambda$ be the backscattering rate per length. Each stream loses phonons to the other:

$$\frac{dF_+}{dx}=-\frac{F_+-F_-}{\lambda},\qquad \frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.$$

The second sign is right because the backward stream travels towards smaller $x$. Subtracting shows that the net stream $D=F_+-F_-$ is constant. Let unit flux enter at $x=0$ and none enter at $x=L$. Then $F_+(L)=D$, while integrating the first equation gives $F_+(L)=1-DL/\lambda$. Hence

$$D=\frac{\lambda}{\lambda+L}.$$

With an assumed $\lambda=10$ µm, the same for all phonons, and $L=0.5$ µm, the loss is 4.8 %. Here $\lambda$ is measured along $x$ and is not a mean free path. If 10 µm were the length along each phonon's own path, an oblique phonon would have $\lambda\cos\theta$ in its place, and the average over directions would give a loss of 6.9 %. If $\lambda$ were equal to $L$, the conductance would be halved. A $\lambda$ that varies with frequency would also alter the power of $T$.

**Q.** There is a deeper worry. Thermal ripples stiffen a membrane, most of all at long wavelength. Does that not spoil $\omega=bq^2$ as $T$ falls?

**A.** It has to be estimated, because bending stretches the sheet at second order. With in-plane displacement $\mathbf u$, the strain is

$$u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i+\partial_iw\,\partial_jw),$$

and the elastic energy per area is $\tfrac12\Lambda(u_{ii})^2+\mu u_{ij}u_{ij}$. Consider one Fourier component of the strain, with its wavevector $\mathbf k$ along $x$. In-plane motion can relax $u_{xx}$ and $u_{xy}$ but not $u_{yy}=A/2$, where $A$ is that component of $(\partial_yw)^2$. Minimising gives $u_{xy}=0$ and $u_{xx}=-\Lambda u_{yy}/(\Lambda+2\mu)$. Substitution leaves

$$\frac Y2u_{yy}^2=\frac Y8A^2,\qquad Y=\frac{4\mu(\Lambda+\mu)}{\Lambda+2\mu}.$$

The uniform component relaxes fully, since the stress-free sheet may change its size.

Now place a weak test ripple $w_{\mathbf q}$ among thermal ripples $w_{\mathbf p}$, with $\mathbf k=\mathbf q+\mathbf p$. Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$. The slopes across $\mathbf k$ are opposite, so their product contributes $2q^2\sin^2\theta\,w_{\mathbf q}w_{\mathbf p}$ to $A_{\mathbf k}$; the 2 counts which slope belongs to which ripple. In $|A_{\mathbf k}|^2$ this gives a factor 4, and the partner $-\mathbf q$ of the real test ripple doubles it to 8. The added energy per area is then

$$Y|w_{\mathbf q}|^2q^4\sum_{\mathbf k}\sin^4\theta\,\langle|w_{\mathbf k-\mathbf q}|^2\rangle .$$

The bending energy of the pair $\pm\mathbf q$ is $\kappa q^4|w_{\mathbf q}|^2$, so the sum times $Y$ is $\delta\kappa$. Classical equipartition on area $S$ gives $\langle|w_{\mathbf p}|^2\rangle=k_BT/(S\kappa p^4)$. With $r=k/q$,

$$\delta\kappa=\frac{Yk_BT}{\kappa q^2}\int_0^\infty\frac{r\,dr}{4\pi^2}\int_0^{2\pi}\frac{\sin^4\theta\,d\theta}{(1+r^2-2r\cos\theta)^2}.$$

For $r<1$, insert $\sin\theta/(1+r^2-2r\cos\theta)=\sum_{n\ge1}r^{n-1}\sin n\theta$. Multiplying by $\sin\theta$ gives

$$\tfrac12\Big[1+r\cos\theta-(1-r^2)\sum_{m\ge2}r^{m-2}\cos m\theta\Big].$$

Its square integrates to $\tfrac\pi4[2+r^2+(1-r^2)]=3\pi/4$. For $r>1$, replacing $r$ by $1/r$ shows that the result is $3\pi/(4r^4)$. The two radial ranges each contribute $\tfrac12$, so

$$\frac{\delta\kappa}{\kappa}=\frac{3k_BTY}{16\pi\kappa^2q^2}.$$

At fixed $q$ this falls on cooling; at fixed $T$ it grows at long wavelength, as you feared. But the heat-carrying ripples have $q^2=xk_BT/(\hbar b)$, and there the temperature cancels:

$$\frac{\delta\kappa}{\kappa}=\frac{3\hbar bY}{16\pi\kappa^2x}.$$

The chosen sound speeds and density give $Y=293$ N/m. At $x=2.94$ the formula gives a stiffening of 0.6 %. If it were the same at every frequency, $G\propto\kappa^{-1/4}$ would fall by 0.15 %. But the stiffening grows as $1/x$ towards low frequency, and the mean of $1/x$, weighted by the contribution to $G$, is $I_{3/2}/I_{5/2}=0.78$ rather than $1/2.94=0.34$. At fixed $\omega$ the number of channels falls by a quarter of the stiffening there, so the formula would lower $G$ by between 0.3 and 0.4 %. These figures indicate a size only. Equipartition requires $x\ll1$, whereas most of the heat is carried at $x$ between about 1 and 5, at every temperature. There it overstates the thermal ripples, and it leaves out the zero-point ripples, which need not be a smaller effect. An accurate value, at 10 K as well as in the limit $T\to0$, would need a quantum calculation.

**Q.** If I measured a real graphene device, would I find your 6.21 nW/(K µm)?

**A.** I would not expect that number for the total heat flow. The rigidity and density are typical of graphene to the precision of a rough estimate, but the ideal law describes one phonon branch of a free, clean sheet with perfect contacts. Contacts that reflect phonons lower the result, by an amount not computed here. A substrate that holds the sheet adds a restoring force and removes the free quadratic branch, so the formula should not be used for a supported channel.

Doping adds electronic heat. Each electron channel carries, for $k_BT$ far below the Fermi energy,

$$\frac1{hT}\int(E-\mu_F)^2\left(-\frac{\partial f}{\partial E}\right)dE=\frac{\pi^2k_B^2T}{3h},$$

where $f$ is the Fermi function and $\mu_F$ the chemical potential. The channel count per width is $gk_F/\pi$, with $g=4$ for spin and valley and $k_F=\sqrt{4\pi n_e/g}$. At $n_e=10^{12}$ cm⁻² there are about 226 channels per µm, and $226\times9.46$ pW/K gives 2.14 nW/(K µm). That is 34 % of the ideal flexural value, the largest addition estimated here, for ballistic electrons with perfect contacts. If a gate supplies this density, it also pulls on the suspended sheet with a pressure $n_e^2e^2/2\varepsilon_0\approx1.4\times10^5$ Pa. On a clamped span of 0.5 µm without slack this gives a tension of roughly 0.4 N/m, so $T^*\approx7$ K and the flexural part itself falls by about 10 % at 10 K.

To see the $3/2$ power itself, one would need a suspended, weakly doped sheet that is wide compared with the phonon wavelength and short compared with $\lambda$, at temperatures well above $T^*$ and far below the top of the branch. The in-plane part must still be subtracted, and so must the electronic part unless it is negligible: in a doped sheet it grows only as $T$, so its share rises on cooling. The numerical output below gives the values for this example.

## Values computed for the example and the checks

```
INPUTS (round, rough)
bending rigidity          1.50 eV
mass per area             0.75 mg/m^2
in-plane sound speeds     20, 13 km/s
width, length             1.0, 0.5 um
mean temperature          10.0 K
FLEXURAL BRANCH
b                         0.5661 mm^2/s
Gamma(7/2) zeta(5/2)      4.45823
same integral, numerical  4.45823
G/W over T^(3/2)          0.1963 nW/(K^2.5 um)
G/W, formula              6.2086 nW/(K um)
G/W, wavevector integral  6.2086 nW/(K um)
G/W, converted            6.209e-03 W/(K m)
power of T, integral      1.50000
power of T, linear branch 2.00000
reservoirs                10.5, 9.5 K
net heat current          6.2105 nW
excess over G dT          0.0313 %
mean hbar omega/(kB T)    2.940
wavelength there          2.41 nm
open channels there       830
TABLE: G/W in nW/(K um); last column is lattice power of T
T(K)  flexural  tensioned  lattice  in-plane  power
   1    0.1963     0.1810   0.1967    0.0110  1.502
   3    1.0202     0.9899   1.0257    0.0988  1.506
  10    6.2086     6.1490   6.3271    1.0974  1.520
  30   32.2607    32.1534  34.5108    9.8770  1.579
 100  196.3324   196.1318 178.2658  109.7450  0.892
NEGLECTED EFFECTS at the mean temperature
residual tension          0.030 N/m
tension crossover T*      0.540 K
tensioned power,  0.05 K  1.918
tensioned power,  1.00 K  1.572
tensioned power, 10.00 K  1.509
change by tension         -0.96 %
lattice spacing           0.25 nm
lattice branch top / kB   553 K
change by lattice         1.91 %
conductance quantum       9.464 pW/K
change by hinged edges    -0.076 %
backscattering length     10 um
change by backscattering  -4.76 %
2D Young modulus          292.8 N/m
classical stiffening      0.61 %
change of G/W by it       -0.15 %
in-plane / flexural       17.7 %
carrier density           1.0e+12 cm^-2
Dirac speed               1000 km/s
Fermi energy              0.1167 eV
electron G/W              2.1359 nW/(K um)
electron / flexural       34.4 %
```
